# Looyenga's Mixture Formula from Consistency under Weak-Contrast Mixing

A porous low-k film is a fine mixture of a solid matrix and pores. Its permittivity depends in general on how the pores are arranged, not merely on how much volume they fill. This problem asks which formula follows if the volume fractions are nevertheless taken to suffice, and for which structures that is justified.

The phases are isotropic, local and lossless, with relative permittivities $\varepsilon_i>0$ and volume fractions $\varphi_i$, $\sum_i\varphi_i=1$. All structure is much finer than the wavelength, so the fields are quasi-static. Permittivities are relative and dimensionless. Angle brackets denote volume averages, and the effective permittivity is defined by $\langle\mathbf D\rangle=\varepsilon_{\rm eff}\langle\mathbf E\rangle$, with $\mathbf D$ in units of the vacuum permittivity.

Three assumptions are made:

- **A.** The permittivity of a mixture is a smooth function of its volume fractions alone.
- **B.** Mixtures can be mixed again. Each ingredient is so fine-grained on the scale of the next mixing that it acts as a homogeneous medium, and the result obeys the same function.
- **C.** Mixing at small contrast is statistically isotropic in three dimensions.

## (a) What is the effective permittivity at weak contrast?

Let $\varepsilon(\mathbf r)=\bar\varepsilon+\delta\varepsilon(\mathbf r)$ with $\langle\delta\varepsilon\rangle=0$. Find $\varepsilon_{\rm eff}$ to second order in $\delta\varepsilon$.

**Solution.** Write $\mathbf E=\mathbf E_0+\mathbf e$, where $\mathbf E_0$ is the average field, so that $\langle\mathbf e\rangle=0$. From $\nabla\cdot(\varepsilon\mathbf E)=0$, the first-order terms are

$$\bar\varepsilon\,\nabla\cdot\mathbf e+\mathbf E_0\cdot\nabla\delta\varepsilon=0 .$$

In a large periodic cell, $\delta\varepsilon=\sum_{\mathbf k\ne0}\delta\varepsilon_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. Since $\nabla\times\mathbf e=0$, each $\mathbf e_{\mathbf k}$ is parallel to $\mathbf k$, and therefore

$$\mathbf e_{\mathbf k}=-\frac{\mathbf k(\mathbf k\cdot\mathbf E_0)}{k^2}\,\frac{\delta\varepsilon_{\mathbf k}}{\bar\varepsilon}.$$

The average displacement is $\langle\mathbf D\rangle=\bar\varepsilon\mathbf E_0+\langle\delta\varepsilon\,\mathbf e\rangle$, because the terms with a single fluctuating factor average to zero. With $\hat{\mathbf k}=\mathbf k/k$,

$$\langle\delta\varepsilon\,\mathbf e\rangle=-\frac1{\bar\varepsilon}\sum_{\mathbf k\neq0}|\delta\varepsilon_{\mathbf k}|^2\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf E_0)+O(\delta\varepsilon^3).$$

Isotropy makes the tensor $\sum|\delta\varepsilon_{\mathbf k}|^2\hat{\mathbf k}\hat{\mathbf k}$ a multiple of the unit tensor; cubic symmetry suffices for this. Its trace is $\sum|\delta\varepsilon_{\mathbf k}|^2=\langle\delta\varepsilon^2\rangle$, so the multiple is $\langle\delta\varepsilon^2\rangle/3$. Hence

$$\varepsilon_{\rm eff}=\bar\varepsilon-c\,\frac{\langle\delta\varepsilon^2\rangle}{\bar\varepsilon}+O(\delta\varepsilon^3),\qquad c=\frac13 .\tag{1}$$

The reduction arises because the field is, on average, weaker where the permittivity is higher. In a layered medium all $\mathbf k$ lie along the layer normal. Then $c=1$ for a field across the layers and $c=0$ for a field along them, so assumption C matters. Numerical solutions of the full field problem at small contrast gave $c=0.3334$ for a cubic cell, and $1.0001$ and $0.0000$ for the two layered cases.

## (b) What does consistency demand?

Let two phases be mixed, with $\varphi$ the fraction of the second. Use B on two mixtures of nearly equal composition to find a differential equation for $\varepsilon(\varphi)$.

**Solution.** Take equal volumes of the mixtures with fractions $\varphi-\delta$ and $\varphi+\delta$. The product has fraction $\varphi$, so its permittivity must be $\varepsilon(\varphi)$. The ingredients have permittivities

$$\varepsilon(\varphi\pm\delta)=\varepsilon\pm\delta\,\varepsilon'+\tfrac12\delta^2\varepsilon''+O(\delta^3).$$

Their mean is $\varepsilon+\tfrac12\delta^2\varepsilon''+O(\delta^3)$. Half their difference is $\delta\varepsilon'+O(\delta^3)$, so their variance is $\delta^2\varepsilon'^2+O(\delta^4)$. Their contrast is small even if that of the pure phases is not, and equation (1) applies:

$$\varepsilon=\varepsilon+\tfrac12\delta^2\varepsilon''-c\,\delta^2\frac{\varepsilon'^2}{\varepsilon}+O(\delta^3).$$

Cancelling $\varepsilon$, dividing by $\delta^2$ and letting $\delta\to0$ gives

$$\varepsilon''=2c\,\frac{\varepsilon'^2}{\varepsilon},\qquad\text{so for } c=\tfrac13:\quad \varepsilon''=\frac{2\varepsilon'^2}{3\varepsilon}.\tag{2}$$

Consistency alone would not have been enough. Any rule $f(\varepsilon)=\sum_i\varphi_if(\varepsilon_i)$ with continuous, strictly monotone $f$ can be applied repeatedly without contradiction, because averages of averages are averages. The field problem in (a) selects $f$.

## (c) Which mixture formula follows?

Solve equation (2) for two phases, then extend the result to any number.

**Solution.** Try a power $\varepsilon^p$ that makes the equation linear:

$$(\varepsilon^p)''=p\,\varepsilon^{p-1}\left[\varepsilon''+(p-1)\frac{\varepsilon'^2}{\varepsilon}\right]
=p\,\varepsilon^{p-1}\,(2c+p-1)\,\frac{\varepsilon'^2}{\varepsilon}.$$

This vanishes for $p=1-2c$. With $c=1/3$ the power is $p=1/3$, so $\varepsilon^{1/3}$ is linear in $\varphi$. The pure phases at $\varphi=0$ and $\varphi=1$ fix its two constants:

$$\varepsilon^{1/3}=(1-\varphi)\,\varepsilon_1^{1/3}+\varphi\,\varepsilon_2^{1/3}.\tag{3}$$

The layered cases check the reasoning. For $c=1$, $p=-1$ and the reciprocals are averaged, which is the series law for a field across layers. For $c=0$, $p=1$ and the permittivities themselves are averaged, which is the parallel law.

For several phases, consider any two compositions and mix them in proportions $1-s$ and $s$. The argument of (b) holds with $s$ in place of $\varphi$, so $\varepsilon^{1/3}$ is linear in $s$ on every such line. Now split off phase $n$: the mixture consists of a fraction $\varphi_n$ of that phase and $1-\varphi_n$ of a mixture of the others, with permittivity $\varepsilon_{\rm rest}$. Thus

$$\varepsilon^{1/3}=\varphi_n\varepsilon_n^{1/3}+(1-\varphi_n)\,\varepsilon_{\rm rest}^{1/3}.$$

In the rest, phase $i$ has fraction $\varphi_i/(1-\varphi_n)$. Splitting off the other phases in turn cancels these denominators and leaves Looyenga's formula,

$$\boxed{\;\varepsilon^{1/3}=\sum_i\varphi_i\,\varepsilon_i^{1/3}\;}\tag{4}$$

## (d) Does the formula satisfy its own premises?

Check B at finite contrast and equation (1) at weak contrast. Compare with Bruggeman's formula, $\sum_i\varphi_i(\varepsilon_i-\varepsilon)/(\varepsilon_i+2\varepsilon)=0$.

**Solution.** Mixing two mixtures averages their values of $\varepsilon^{1/3}$, which are themselves volume averages. The result is the volume average for the total composition, so B holds at any contrast. At weak contrast,

$$\left\langle(\bar\varepsilon+\delta\varepsilon)^{1/3}\right\rangle=\bar\varepsilon^{1/3}\left[1-\frac{\langle\delta\varepsilon^2\rangle}{9\bar\varepsilon^2}+O(\delta\varepsilon^3)\right].$$

The linear term has averaged to zero. Cubing multiplies the small term by three and returns equation (1).

For equal volumes of $a=m-h$ and $b=m+h$, clearing denominators in Bruggeman's formula gives $4\varepsilon^2-(a+b)\varepsilon-2ab=0$. Its positive root is

$$\varepsilon=\frac{a+b+\sqrt{(a+b)^2+32ab}}8=\frac m4\left[1+3\sqrt{1-\frac{8h^2}{9m^2}}\right]=m-\frac{h^2}{3m}+O(h^4).\tag{5}$$

This also agrees with equation (1), since the variance is $h^2$. It nevertheless fails B at finite contrast. With a matrix of permittivity 4 and pores of permittivity 1, Bruggeman's formula gives 3.605 at porosity 0.1 and 2.171 at porosity 0.5. Mixing these equally by the same formula gives 2.828, whereas direct use at porosity 0.3 gives 2.851. Bruggeman's formula therefore cannot describe both the single steps of such a hierarchy and, from the total composition alone, its final result.

## (e) Is there a structure that obeys the formula?

Assumption A could have been empty. Construct a hierarchy of isotropic mixtures whose permittivity tends to equation (3).

**Solution.** Use the porosities $\varphi_k=k/N$, $k=0,\dots,N$, and start with any suitable composite at each interior value. At every level, replace each interior mixture by an equal-volume mixture of its two neighbours, on a much coarser length scale. The ends remain pure. Porosities are unchanged, since $\varphi_k$ is the mean of $\varphi_{k-1}$ and $\varphi_{k+1}$.

Let $M(a,b)$ be the permittivity of the equal-volume mixture. One possible structure is an assemblage of coated spheres with host $a$ and inclusions $b$. For inclusion fraction $f$ its permittivity is the Maxwell Garnett value

$$\varepsilon=a\left[1+\frac{3f\beta}{1-f\beta}\right],\qquad \beta=\frac{b-a}{b+2a},\tag{6}$$

which for $f=1/2$ becomes

$$M(a,b)=a\,\frac{1+\beta}{1-\beta/2}=\frac{2a(a+2b)}{5a+b}.$$

This increases with both arguments: the numerators of its derivatives are proportional to $5a^2+2ab+2b^2$ for $a$ and to $9a^2$ for $b$. Equation (5) is also increasing in both.

Set $g=\varepsilon^{1/3}$. Such a rule and Looyenga's both satisfy equation (1), so they agree through second order in contrast. On a bounded range of positive $g$, one level therefore acts as

$$g_k\to (Tg)_k=\tfrac12(g_{k-1}+g_{k+1})+R_k,\qquad |R_k|\le K|g_{k+1}-g_{k-1}|^3 .$$

Let $L(\varphi)$ be the straight line (3), with end-to-end difference $\Delta$, and define the barriers

$$h_{\pm a}=L\pm a\,\varphi(1-\varphi),\qquad 0<a\le A,$$

where $a$ is now a number and $A$ is small enough to keep $h_{-A}$ positive. Averaging $\varphi(1-\varphi)$ over the neighbours lowers it by $1/N^2$. The neighbours of a point on a barrier differ by at most $2(|\Delta|+A)/N$. Consequently,

$$Th_a\le h_a-\frac a{N^2}+\frac{8K(|\Delta|+A)^3}{N^3}<h_a
\quad\text{if}\quad a>a_N=\frac{8K(|\Delta|+A)^3}{N},$$

at interior points, and likewise $Th_{-a}>h_{-a}$. Take $N$ large enough that $a_N<A$.

Because $M$ is increasing, $T$ preserves order. Iterates starting from $h_A$ decrease, stay above $h_{-A}$, and so converge to a fixed profile $u$. Suppose the smallest $a\ge a_N$ with $u\le h_a$ exceeded $a_N$. Then $u$ would touch $h_a$ at an interior point, where

$$u_k=(Tu)_k\le(Th_a)_k<(h_a)_k=u_k,$$

a contradiction. Thus $u\le h_{a_N}$. The same argument from below applies to the iterates of $h_{-A}$. Any start between $h_{-A}$ and $h_A$ is squeezed between these two sequences, and ends within $a_N\varphi(1-\varphi)$ of $L$. As $N\to\infty$, after the levels have been carried to convergence, equation (3) results. The argument covers only starts that lie between admissible barriers. For permittivities 4 and 1 the coated-sphere profiles need $A\approx0.21$, well inside the range allowed by positivity. At a contrast of 100 they lie outside every admissible pair, and a start closer to $L$ must be chosen.

The error is $O(1/N)$ in general. If $M(a,b)=M(b,a)$, the third-order remainder about the mean is odd under exchange and must vanish. The remainder is then of fourth order, and the same argument gives $O(1/N^2)$. For matrix permittivity 4, pore permittivity 1 and porosity 0.30, the absolute differences in permittivity from equation (3), with the less porous neighbour taken as host in the coated-sphere rule, were:

| $N$ | coated spheres | Bruggeman rule |
|---|---|---|
| 20 | $1.43\times10^{-2}$ | $5.56\times10^{-5}$ |
| 40 | $7.26\times10^{-3}$ | $1.39\times10^{-5}$ |
| 80 | $3.65\times10^{-3}$ | $3.47\times10^{-6}$ |

From $N=40$ to 80 they fall by factors of 1.987 and 4.000, as predicted. Two different starting profiles at $N=40$ led to the same coated-sphere result within $10^{-13}$.

This construction proves existence; it is not a recipe for a film. For plain averaging the slowest deviation shrinks by $\cos(\pi/N)\simeq1-\pi^2/(2N^2)$ per level, so reducing it by a fixed factor takes of order $N^2$ widely separated length scales. Reducing it to the size of the errors in the table, which themselves fall with $N$, takes of order $N^2\ln N$.

## (f) What does the formula predict for a film, and when does it fail?

Take matrix permittivity 4, pore permittivity 1 and porosity 0.30 as round model parameters. Find the permittivity, the porosity needed for a value of 2.5, and the effect of a residue. Examine isolated pores and very large contrast.

**Solution.** Equation (3) gives

$$\varepsilon^{1/3}=0.70(1.587401)+0.30(1)=1.411181,\qquad \varepsilon=2.810 .$$

The Hashin–Shtrikman bounds, used here without proof, confine every isotropic two-phase composite of given fractions. In three dimensions they are the two coated-sphere values (6). With the matrix as host, $\beta=(1-4)/(1+8)=-1/3$ and

$$\varepsilon_{\rm upper}=4\left[1-\frac{0.30}{1+0.10}\right]=2.909 .$$

With the pore phase as host, $\beta=(4-1)/(4+2)=1/2$ and $f=0.70$, so

$$\varepsilon_{\rm lower}=1+\frac{3(0.35)}{1-0.35}=2.615 .$$

Looyenga's value lies between them, as it must for a limit of isotropic composites. The interval, about 0.29 wide, shows how much is left open when only the porosity and the isotropy of the film are known. The layered values, 3.100 along and 2.105 across, lie outside it because layers are not isotropic.

For a target of 2.5, equation (3) is solved for the porosity:

$$\varphi=\frac{4^{1/3}-2.5^{1/3}}{4^{1/3}-1}=0.392 .$$

Bruggeman's formula requires 0.400, and coated spheres with the matrix as host require 0.429. Among these three models the required porosity thus varies by almost 0.04. Coated spheres with the pore phase as host would need only 0.333, from equation (6) with $\beta=1/2$ and $f=2/3$.

If the film has 60% matrix, 30% pores and 10% residue of permittivity 2, equation (4) gives

$$\varepsilon=\left[0.6\,(4^{1/3})+0.3\,(1)+0.1\,(2^{1/3})\right]^3=2.619 .$$

Two hierarchies reproduced this value: one mixed matrix and pores before adding residue, the other first added residue to each. Independence of the route is what B requires.

Isolated spherical pores do not follow the formula. A sphere of permittivity $\varepsilon_p$ in a matrix $\varepsilon_m$ has the uniform internal field $3\varepsilon_m\mathbf E_0/(\varepsilon_p+2\varepsilon_m)$. At low porosity, $\langle\mathbf D\rangle-\varepsilon_m\langle\mathbf E\rangle$ is $\varphi(\varepsilon_p-\varepsilon_m)$ times this field. The initial slopes are therefore

$$\left.\frac{d\varepsilon}{d\varphi}\right|_{\rm spheres}=\frac{3\varepsilon_m(\varepsilon_p-\varepsilon_m)}{\varepsilon_p+2\varepsilon_m}=-4.00,$$

$$\left.\frac{d\varepsilon}{d\varphi}\right|_{\rm Looyenga}=3\varepsilon_m^{2/3}\left(\varepsilon_p^{1/3}-\varepsilon_m^{1/3}\right)=-4.44 .$$

With $\varepsilon_p=\varepsilon_m(1+x)$, the slopes divided by $\varepsilon_m$ are $x-x^2/3+x^3/9+\dots$ and $x-x^2/3+5x^3/27+\dots$. They agree through second order, where the geometry enters through isotropy alone, and part at third order. For a dilute film of separate spherical pores, Maxwell Garnett's formula has the correct initial slope, and so does Bruggeman's.

Large contrast makes the dependence on structure stronger. As $\varepsilon_m/\varepsilon_p\to\infty$ at fixed porosity below one, equation (3) gives $\varepsilon/\varepsilon_m\to(1-\varphi)^3$, so the permittivity grows with that of the matrix. If instead the matrix material forms separate spheres coated by the pore phase, $\beta\to1$ and $f=1-\varphi$ in equation (6), and $\varepsilon$ remains finite at $\varepsilon_p[1+3(1-\varphi)/\varphi]$. Equal volume fractions can then give entirely different responses. Looyenga's formula is a justified model when the structure resembles the many-scale mixture of part (e), or when the structure is isotropic and the contrast is weak enough for second order to suffice. The contrast of 4 used here is not weak in this sense: at porosity 0.30, equation (1) gives $3.1-1.89/9.3=2.897$, against 2.810 from equation (3). At a contrast of 1.5 the bounds leave only 1.333 to 1.337. For a film at contrast 4 with pores on a single length scale, 2.810 is therefore one estimate inside the bounds, not a derived value. The numerical output gives the values to more digits.

## Computed results

```
All permittivities are relative (dimensionless)
variance coefficient, cubic cell: 0.33345
variance coefficient, across layers: 1.00010
variance coefficient, along layers: 0.00000
matrix permittivity: 4.00
pore permittivity: 1.00
porosity (volume fraction): 0.30
cube root of matrix permittivity: 1.587401
cube root of film permittivity: 1.411181
Looyenga permittivity: 2.81027
largest deviation of ODE solution: 5.8e-13
Bruggeman permittivity: 2.85141
upper isotropic bound (matrix host): 2.90909
lower isotropic bound (pore host): 2.61538
parallel (arithmetic) average: 3.10000
series (harmonic) average: 2.10526
Bruggeman at porosity 0.1: 3.60481
Bruggeman at porosity 0.5: 2.17116
Bruggeman 50:50 remix of these two: 2.82785
hierarchy N=20: coated-sphere rule 2.824585, Bruggeman rule 2.810325
hierarchy N=40: coated-sphere rule 2.817526, Bruggeman rule 2.810283
hierarchy N=80: coated-sphere rule 2.813922, Bruggeman rule 2.810273
error N=20: coated-sphere rule 1.43e-02, Bruggeman rule 5.56e-05
error N=40: coated-sphere rule 7.26e-03, Bruggeman rule 1.39e-05
error N=80: coated-sphere rule 3.65e-03, Bruggeman rule 3.47e-06
error ratio N=40 to 80, coated-sphere rule: 1.987
error ratio N=40 to 80, Bruggeman rule: 4.000
largest gap between two starts, N=40: 9.2e-14
dilute slope per unit porosity, Looyenga: -4.4405
dilute slope per unit porosity, spheres: -4.0000
target permittivity: 2.50
porosity needed, Looyenga: 0.3919
porosity needed, Bruggeman: 0.4000
porosity needed, isolated-pore coated spheres: 0.4286
three-phase fractions (matrix, pore, residue): (0.6, 0.3, 0.1)
residue permittivity: 2.00
three-phase Looyenga permittivity: 2.61913
three-phase hierarchy, route A (N=60): 2.61913
three-phase hierarchy, route B (N=60): 2.61913
```
